# Scalar QED from the canonical Hamiltonian: the origin of the covariant seagull

## Definitions and conventions

Units are $\hbar=c=1$ and the metric is $g_{\mu\nu}=\mathrm{diag}(1,-1,-1,-1)$. A complex scalar field $\phi$ of mass $m$ and charge $e$ has the Lagrangian density

$$\mathcal L=(D_\mu\phi)^\dagger D^\mu\phi-m^2\phi^\dagger\phi,\qquad D_\mu=\partial_\mu+ieA_\mu .$$

The photon field is either a given background or is quantized in Feynman gauge, where its free Lagrangian is $-\tfrac12\partial_\mu A_\nu\partial^\mu A^\nu$. The interaction contains no derivative of $A$, so it does not alter the photon's canonical momenta, and all components of $A$ commute with the matter fields at equal times.

Multiplying out the kinetic term gives

$$(\partial_\mu\phi^\dagger-ieA_\mu\phi^\dagger)(\partial^\mu\phi+ieA^\mu\phi)
=\partial_\mu\phi^\dagger\partial^\mu\phi-ieA^\mu\left[\phi^\dagger\partial_\mu\phi-(\partial_\mu\phi^\dagger)\phi\right]+e^2A^2\phi^\dagger\phi .$$

The interaction is therefore

$$\mathcal L_{\rm int}=-eA^\mu j_\mu+e^2A^2\phi^\dagger\phi,\qquad j_\mu=i\left[\phi^\dagger\partial_\mu\phi-(\partial_\mu\phi^\dagger)\phi\right],$$

with $A^2=A_0^2-\mathbf A^2$. Products in $j_\mu$ are ordered symmetrically between particles and antiparticles, so that the vacuum carries no charge.

The result to be derived is the set of rules

- scalar propagator: $i/(p^2-m^2+i0)$;
- one-photon vertex, scalar momentum $p$ in and $p'$ out: $-ie(p+p')^\mu$;
- two-photon vertex, the seagull: $2ie^2g^{\mu\nu}$.

The propagator is that of the free field, and the two vertices are what one would read from $i\mathcal L_{\rm int}$. Quantum mechanics, however, evolves states with the Hamiltonian, and here $\mathcal H_{\rm int}\neq-\mathcal L_{\rm int}$.

## The Hamiltonian

The momentum conjugate to $\phi$ is

$$\pi=\frac{\partial\mathcal L}{\partial\dot\phi}=(D_0\phi)^\dagger=\dot\phi^\dagger-ieA_0\phi^\dagger ,$$

so that $\dot\phi=\pi^\dagger-ieA_0\phi$ and $\dot\phi^\dagger=\pi+ieA_0\phi^\dagger$. With a sum over spatial $i$ understood, the Legendre transform is

$$\begin{aligned}
\mathcal H&=\pi\dot\phi+\pi^\dagger\dot\phi^\dagger-\mathcal L\\
&=\pi(\pi^\dagger-ieA_0\phi)+\pi^\dagger(\pi+ieA_0\phi^\dagger)-\pi^\dagger\pi+(D_i\phi)^\dagger D_i\phi+m^2\phi^\dagger\phi\\
&=\pi^\dagger\pi+(D_i\phi)^\dagger D_i\phi+m^2\phi^\dagger\phi+eA_0\,i(\phi^\dagger\pi^\dagger-\pi\phi).
\end{aligned}$$

Written in canonical variables, the Hamiltonian is linear in $A_0$: the potential multiplies the charge density and nothing else. The spatial term, expanded as before and with $A_i=-A^i$, is

$$(D_i\phi)^\dagger D_i\phi=\partial_i\phi^\dagger\partial_i\phi+eA^ij_i+e^2\mathbf A^2\phi^\dagger\phi .$$

In the interaction picture $\phi$ and $\pi$ evolve with the free Hamiltonian, for which $\dot\phi=\pi^\dagger$. The charge density then becomes $i(\phi^\dagger\dot\phi-\dot\phi^\dagger\phi)=j_0$, and

$$\mathcal H_{\rm int}=eA^\mu j_\mu+e^2\mathbf A^2\phi^\dagger\phi=-\mathcal L_{\rm int}+e^2A_0^2\,\phi^\dagger\phi. \tag{1}$$

The second form follows because $-\mathcal L_{\rm int}$ contains $-e^2A_0^2\phi^\dagger\phi$, which has to be removed. The noncovariant $A_0^2$ term in (1) is thus an excess relative to $-\mathcal L_{\rm int}$, while $\mathcal H_{\rm int}$ itself has a seagull for $\mathbf A$ and none for $A_0$. Both derivations below start from (1).

## First derivation: time-ordered products

### Two time derivatives produce a contact term

The scalar propagator is

$$D_F(x-y)=\langle T\phi(x)\phi^\dagger(y)\rangle=\theta(x^0-y^0)\langle\phi(x)\phi^\dagger(y)\rangle+\theta(y^0-x^0)\langle\phi^\dagger(y)\phi(x)\rangle .$$

Differentiating with respect to $x^0$ also differentiates the step functions, which adds $\delta(x^0-y^0)\langle[\phi(x),\phi^\dagger(y)]\rangle=0$. Hence

$$\partial_0^xD_F=\langle T\dot\phi(x)\phi^\dagger(y)\rangle .$$

Next differentiate with respect to $y^0$. Now $\theta(x^0-y^0)$ contributes $-\delta(x^0-y^0)$ and the other step function contributes the opposite sign:

$$\partial_0^x\partial_0^yD_F=\langle T\dot\phi(x)\dot\phi^\dagger(y)\rangle-\delta(x^0-y^0)\langle[\dot\phi(x),\phi^\dagger(y)]\rangle .$$

The Hermitian conjugate of $[\phi(\mathbf x),\pi(\mathbf y)]=i\delta^3(\mathbf x-\mathbf y)$ is $[\phi^\dagger(\mathbf x),\pi^\dagger(\mathbf y)]=i\delta^3(\mathbf x-\mathbf y)$. With $\dot\phi=\pi^\dagger$ the commutator above is thus $-i\delta^3(\mathbf x-\mathbf y)$. Spatial derivatives do not act on step functions, so for all components

$$\langle T\,\partial_\mu\phi(x)\,\partial_\nu\phi^\dagger(y)\rangle=\partial_\mu^x\partial_\nu^yD_F(x-y)-i\,g_{\mu0}g_{\nu0}\,\delta^4(x-y). \tag{2}$$

For a mode of momentum $\mathbf p$, with $E^2=\mathbf p^2+m^2$ and $t=x^0-y^0$, both orderings give $D_F=e^{-iE|t|}/2E$. Its transform $\int dt\,e^{ip_0t}D_F$ is $\frac1{2E}\left[\frac{i}{p_0-E+i0}-\frac{i}{p_0+E-i0}\right]=\frac{i}{p^2-m^2+i0}$, the propagator listed above. In momentum space the right side of (2) for $\mu=\nu=0$ is therefore

$$\frac{ip_0^2}{p_0^2-E^2}-i=\frac{iE^2}{p_0^2-E^2}.$$

Two time derivatives inside the time ordering give the on-shell $E^2$, because in each ordering the operators create and destroy a real quantum of energy $E$. Outside they give the off-shell $p_0^2$, which is what covariant vertices contain. For a single time derivative there is no such difference: the two orderings carry $-iE$ and $+iE$, which combine into $-ip_0$ over the common denominator.

### Cancellation at second order

Let $\mathcal H_1=eA^\mu j_\mu$. Its part with time derivatives is $ieA_0(\phi^\dagger\dot\phi-\dot\phi^\dagger\phi)$. The second-order term of $T\exp(-i\int\mathcal H_{\rm int})$ built from currents is

$$\frac{(-i)^2}{2}\int d^4x\,d^4y\;T\,\mathcal H_1(x)\mathcal H_1(y).$$

Contract $\dot\phi(x)$ with $\dot\phi^\dagger(y)$ and keep the contact part of (2). The coefficients multiply to $(ie)(-ie)=e^2$, leaving

$$e^2A_0(x)A_0(y)\,\phi^\dagger(x)\phi(y)\,\left[-i\delta^4(x-y)\right].$$

Exchanging the roles of $x$ and $y$ gives an equal term. The contact contribution is

$$-\tfrac12\cdot2\cdot e^2\cdot(-i)\int d^4x\,A_0^2\phi^\dagger\phi=+ie^2\int d^4x\,A_0^2\phi^\dagger\phi .$$

The excess term in (1), taken once, contributes $-ie^2\int d^4x\,A_0^2\phi^\dagger\phi$. The sum is zero.

### Cancellation at every order

Let $T^*$ denote the Wick expansion in which all derivatives stand outside the propagators. Each term of $\mathcal H_1$ carries one derivative, so a current vertex can take part in at most one contact contraction. What a contact contraction leaves behind, $A_0^2\phi^\dagger\phi$, has no derivative and cannot take part in another. The contact terms therefore come from pairing vertices, each pair being replaced by

$$-2ie^2\int d^4x\,A_0^2\phi^\dagger\phi .$$

Among $n$ vertices, $k$ disjoint pairs can be chosen in $n!/[2^kk!(n-2k)!]$ ways. The corresponding term of order $n$ is

$$\frac{(-i)^n}{n!}\,\frac{n!}{2^kk!(n-2k)!}\left(-2ie^2\!\int\! A_0^2\phi^\dagger\phi\right)^{k}\left(\int\!\mathcal H_1\right)^{n-2k}
=\frac{1}{k!}\left(ie^2\!\int\! A_0^2\phi^\dagger\phi\right)^{k}\frac{\left(-i\int\mathcal H_1\right)^{n-2k}}{(n-2k)!},$$

because $(-i)^{2k}(-2i)^k/2^k=i^k$. Summing over $n$ and $k$ produces a product of exponentials under $T^*$:

$$T\,e^{-i\int\mathcal H_1}=T^*\,e^{-i\int\mathcal H_1+ie^2\int A_0^2\phi^\dagger\phi}.$$

The remaining terms of $\mathcal H_{\rm int}$ contain no derivatives and are carried along unchanged. Inserting (1),

$$T\,e^{-i\int\mathcal H_{\rm int}}=T^*\,e^{\,i\int\mathcal L_{\rm int}}. \tag{3}$$

Nothing in the counting required the leftover fields to be external, so (3) covers closed loops as well as trees. In loops, products of fields at one point are divergent. The argument then presupposes a regularization that keeps the equal-time commutators, such as a spatial lattice, and the same ordering of $\phi^\dagger\phi$ in both cancelling terms.

### Reading off the rules

In (3) the derivatives act on propagators and external waves. For momentum $p$ entering and $p'$ leaving, $\partial_\mu\phi\to-ip_\mu$ and $\partial_\mu\phi^\dagger\to+ip'_\mu$. Then $j_\mu\to i(-ip-ip')_\mu=(p+p')_\mu$, and the vertex is $-ie(p+p')^\mu$. The term $ie^2g_{\alpha\beta}A^\alpha A^\beta\phi^\dagger\phi$ can be attached to two given photons in two ways, which yields $2ie^2g^{\mu\nu}$.

### A model at finite coupling

A field on two sites shows the effect beyond second order. Let the sites have static potentials $A_0=+V$ and $-V$, and let a term $-\kappa|\phi_1-\phi_2|^2$ in the Lagrangian couple them. The modes $(\phi_1\pm\phi_2)/\sqrt2$ have free energies $E_+=m$ and $E_-=\sqrt{m^2+2\kappa}$. For $\kappa=0.625\,m^2$ these are $1.0\,m$ and $1.5\,m$.

A static potential conserves the frequency $\omega$. Since $V$ has opposite signs on the two sites, the one-photon vertex $-2ie\omega V$ turns one mode into the other. The seagull acts within each mode. For a background its value is $ie^2V^2$, because the same field fills both photon places and no factor 2 arises. Write these insertions as $iK$ and the free propagator as $D=i(\omega^2-E^2)^{-1}$, a diagonal matrix. The sum of all chains is

$$D+D\,iK\,D+\dots=(D^{-1}-iK)^{-1}=i(\omega^2-E^2+K)^{-1}.$$

Its poles, the one-particle energies, satisfy

$$(\omega^2-E_+^2+e^2V^2)(\omega^2-E_-^2+e^2V^2)=4\omega^2e^2V^2 .$$

For $eV=0.3\,m$ and $\omega$ in units of $m$ this reads $\omega^4-3.43\,\omega^2+1.9656=0$, with positive roots $\omega=0.8528$ and $1.6440$.

The canonical Hamiltonian, which has no $A_0^2$ term, can be diagonalized numerically in a Fock space with up to four quanta in each of the four oscillators. The two lowest energies of charge one, measured from the vacuum, are again $0.8528\,m$ and $1.6440\,m$. Dropping the seagull from the covariant rules would give $0.8950\,m$ and $1.6760\,m$. Using $-\mathcal L_{\rm int}$ as the Hamiltonian would give $0.8086\,m$ and $1.6113\,m$, which are the energies obtained when the seagull is counted twice.

## Second derivation: summing over intermediate states

The seagull can also be found without time-ordered products. Consider Compton scattering, $p+k\to p'+k'$, and describe the photons by two weak waves: $\epsilon_\mu e^{-ik\cdot x}$, which is absorbed, and $\epsilon'^*_\mu e^{ik'\cdot x}$, which is emitted. This allows every component of the polarizations, including $\epsilon_0$. Let $\omega,\omega'$ now be the photon energies.

Second-order perturbation theory gives

$$\mathcal T=V_{fi}+\sum_n\frac{V_{fn}V_{ni}}{E_i-E_n},$$

where $V$ is the spatial integral of (1). The invariant amplitude is $\mathcal M=-\mathcal T$, since the transition amplitude contains $-i\mathcal T=i\mathcal M$. Write $\mathcal T=\epsilon_\mu\epsilon'^*_\nu\mathcal T^{\mu\nu}$, and likewise for $\mathcal M$. States are normalized relativistically, so an intermediate scalar of energy $E_q$ carries a factor $1/(2E_q)$.

### Currents between real states

All scalars are now on shell. The field $\phi$ destroys a particle (derivative $-ip$) or creates an antiparticle (derivative $+i\bar q$). The field $\phi^\dagger$ creates a particle ($+ip'$) or destroys an antiparticle ($-i\bar q$). Inserting these in $j_\mu$ gives

- scattering $p\to q$: $i(-ip-iq)=p+q$;
- annihilation of $p$ with $\bar q$: $i(-ip+i\bar q)=p-\bar q$;
- creation of $p'$ with $\bar q$: $i(i\bar q-ip')=p'-\bar q$.

### The channel with total momentum $p+k$

Let $P=p+k$, with energy $W=P^0$, and let $E_q=\sqrt{m^2+\mathbf P^2}$. Two intermediate states contribute.

In the first, $k$ is absorbed and a single particle $q=(E_q,\mathbf P)$ is present. The energy denominator is $W-E_q$.

In the second, the emission of $k'$ comes first and creates $p'$ with an antiparticle $\bar q=(E_q,-\mathbf P)$, which later annihilates with $p$ while $k$ is absorbed. The intermediate energy is $W+W+E_q$, since the initial and final quanta are all present. The denominator is $-(W+E_q)$.

Note that $-\bar q=(-E_q,\mathbf P)$. With $Z=(z,\mathbf P)$ and $F(z)=(p+Z)^\mu(p'+Z)^\nu$, both terms take one form:

$$\frac{\mathcal T_s^{\mu\nu}}{e^2}=\frac1{2E_q}\left[\frac{F(E_q)}{W-E_q}-\frac{F(-E_q)}{W+E_q}\right]
=\frac{W[F(E_q)-F(-E_q)]+E_q[F(E_q)+F(-E_q)]}{2E_q(W^2-E_q^2)} .$$

$F$ is a polynomial $F_0+F_1z+F_2z^2$, and its quadratic coefficient is nonzero only if both indices are temporal: $F_2=g^{\mu0}g^{\nu0}$. The two brackets are $2F_1E_q$ and $2(F_0+F_2E_q^2)$. After division by $2E_q$ the numerator is

$$F_0+F_1W+F_2E_q^2=F(W)-F_2(W^2-E_q^2).$$

Since $W^2-E_q^2=P^2-m^2=s-m^2$, and since $P=p+k=p'+k'$,

$$\frac{\mathcal T_s^{\mu\nu}}{e^2}=\frac{(2p+k)^\mu(2p'+k')^\nu}{s-m^2}-g^{\mu0}g^{\nu0}. \tag{4}$$

The first term is the covariant exchange with off-shell vertices. The second is the contact term of (2) in another guise: the vertices of the particle and antiparticle states, both of energy $E_q$, are evaluated at $z=+E_q$ and $z=-E_q$, and replacing these values by $W$ in a quadratic polynomial leaves a remainder proportional to $W^2-E_q^2$, which cancels the denominator and gives a term without a pole.

### The crossed channel and the seagull

In the other channel $k'$ is emitted from $p$ and $k$ is absorbed at $p'$. Put $P=p-k'=p'-k$ and $U=P^0$, with $E_q$ now computed from this $\mathbf P$. The state with one scalar and both photons has the denominator

$$E_p+\omega-(E_q+\omega+\omega')=U-E_q .$$

In the pair state the photon $k$ has been absorbed to create $p'$ and $\bar q$, and the denominator is

$$E_p+\omega-(E_p+E_{p'}+E_q)=-(U+E_q).$$

These are the previous expressions with $W\to U$, so the same algebra applies with $u=(p-k')^2$:

$$\frac{\mathcal T_u^{\mu\nu}}{e^2}=\frac{(2p'-k)^\mu(2p-k')^\nu}{u-m^2}-g^{\mu0}g^{\nu0}.$$

The first-order term of $V$ comes from $e^2\mathbf A^2\phi^\dagger\phi$. The cross term of the two waves in $\mathbf A^2$ is $2\boldsymbol\epsilon\cdot\boldsymbol\epsilon'^*$, so it contributes $2e^2\delta^{ij}$ to the spatial components. Together with the two remainders this is

$$-2e^2g^{\mu0}g^{\nu0}+2e^2\delta^{ij}\Big|_{\mu=i,\,\nu=j}=-2e^2g^{\mu\nu}.$$

With $\mathcal M=-\mathcal T$,

$$\frac{\mathcal M^{\mu\nu}}{e^2}=-\frac{(2p+k)^\mu(2p'+k')^\nu}{s-m^2}-\frac{(2p'-k)^\mu(2p-k')^\nu}{u-m^2}+2g^{\mu\nu}. \tag{5}$$

The covariant rules give the same expression: an exchange graph has $(-ie)^2\,i=-ie^2$, and the seagull contributes $2ie^2g^{\mu\nu}$ to $i\mathcal M$.

### Gauge invariance and the rest frame

For real photons $k\cdot(2p+k)=s-m^2$ and $k\cdot(2p'-k)=2p'\cdot k=-(u-m^2)$. Therefore

$$\frac{k_\mu\mathcal M^{\mu\nu}}{e^2}=-(2p'+k')^\nu+(2p-k')^\nu+2k^\nu=2(p+k-p'-k')^\nu=0 .$$

The exchange terms alone would leave $-2k^\nu$, so a momentum-independent contact term $C^{\mu\nu}$ in $\mathcal M^{\mu\nu}/e^2$ must satisfy $k_\mu C^{\mu\nu}=2k^\nu$ for every null $k$, which fixes $C^{\mu\nu}=2g^{\mu\nu}$. A momentum-dependent term such as $k\cdot k'\,g^{\mu\nu}-k'^\mu k^\nu$ is gauge invariant by itself and is not fixed by this argument; its absence at this order follows from the explicit result (5).

If the scalar is initially at rest and both polarizations are purely spatial and transverse, then $\epsilon\cdot(2p+k)=0$ and $\epsilon'^*\cdot(2p-k')=0$. Both exchange terms vanish, and $\mathcal M=-2e^2\boldsymbol\epsilon\cdot\boldsymbol\epsilon'^*$. In this frame and gauge the tree-level scattering comes entirely from the seagull.

### Worked example in two frames

Take $m=1$, with momenta listed as $(t,x,y,z)$:

- $p=(1.4142,\,0.6,\,0,\,-0.8)$ and $k=(0.5,\,0,\,0,\,0.5)$;
- $p'=(1.4003,\,0.6,\,-0.3084,\,-0.7111)$ and $k'=(0.5139,\,0,\,0.3084,\,0.4111)$.

Both polarizations are $(0,1,0,0)$, transverse to both photons. The denominators are

$$s-m^2=2p\cdot k=2(0.7071+0.4000)=2.214,$$
$$u-m^2=-2p\cdot k'=-2(0.7268+0.3289)=-2.111 .$$

The photons have no $x$ component, so each contracted vertex is $-2p_x=-1.2$, where $p_x=0.6$ is the component listed above. The covariant exchange is

$$-1.44\left(\frac1{2.214}-\frac1{2.111}\right)=0.032 .$$

Because $\epsilon_0=0$, the sum over intermediate states has the same value. The $\mathbf A^2$ term gives $-2$, and the total is $\mathcal M/e^2=-1.968$.

Now view the process from a frame in which everything is boosted along $x$ with speed $0.6$, so $\gamma=1.25$. Both polarizations become $(0.75,\,1.25,\,0,\,0)$. The parts of the canonical calculation change:

- sum over intermediate states: $0.032+2(0.75)^2=1.157$;
- $\mathbf A^2$ term: $-2(1.25)^2=-3.125$;
- total: $-1.968$.

In the canonical calculation the division between exchange and seagull can change with the frame, while the amplitude does not. In the covariant division the parts stay at $0.032$ and $-2$ in both frames.

## What each derivation assumes

Both derivations rest on the Hamiltonian (1) and on canonical commutators. Both find the missing $A_0^2$ seagull in the exchange of a scalar between two charge densities. They differ in scope.

The first uses Wick's theorem and covers any number of photons and loops. In return it needs a regularization for coincident fields. Its counting also depends on each vertex carrying at most one time derivative. An interaction quadratic in time derivatives can form chains of contact contractions, and the pairing argument does not apply to it.

The second uses ordinary perturbation theory with finite sums. It needs no time-ordered products and no regularization, and it shows which physical states supply the contact term. As carried out here it establishes the seagull for one process at order $e^2$, without loops. The extension to other graphs comes from the first derivation.

External waves in Coulomb gauge are included in (5) as the case of spatial, transverse polarizations. Neither derivation, however, covers a photon field quantized in Coulomb gauge as it stands. There $A_0$ is not an independent field but is determined by the charge density, and eliminating it produces an instantaneous interaction that must be combined with the transverse photon propagator.
